# The Lesser Screened Interaction and the Bosonic Fluctuation-Dissipation Theorem

Q: In a nonequilibrium GW calculation I know how to get the retarded screened interaction: solve a Dyson equation with the retarded polarization. But the self-energy also needs $W^<$. What determines it?

A: The same Dyson equation, written on the time contour:

$$W=v+vPW .$$

Here $v$ is the bare interaction, instantaneous, real and symmetric, and $P$ is the irreducible polarization. A product means a sum over space and an integral over contour time. I use $\hbar=e=1$.

The contour runs forward from $t_0$ and then back. For a function $X(z,z')$, $X^>$ applies when $z$ is later on the contour and $X^<$ when $z'$ is later. From these,

$$X^R(t,t')=X^\delta\delta(t-t')+\theta(t-t')[X^>-X^<],$$
$$X^A(t,t')=X^\delta\delta(t-t')-\theta(t'-t)[X^>-X^<],$$

where $X^\delta$ is any instantaneous part. Subtraction gives $X^R-X^A=X^>-X^<$. For the bare interaction, $v^<=v^>=0$ and $v^R=v^A=v$.

Q: Since $v^<=0$, I would take the lesser part of $vPW$ and write $vP^<W^<$. Why is that wrong?

A: Because the intermediate time visits both branches. Let $C=AB$, and take $C^<(t,t')$ with $t$ on the forward branch and $t'$ on the backward one. Label forward by $+$ and backward by $-$. The backward integral carries a minus sign, so

$$C^<=A^{++}B^<-A^<B^{--}.$$

The forward component $A^{++}$ is $A^>$ if its first time is larger and $A^<$ otherwise. Hence $A^{++}=A^<+A^R$. On the backward branch the smaller time is the later one, which gives $B^{--}=B^<-B^A$. Therefore

$$C^<=(A^<+A^R)B^<-A^<(B^<-B^A)=A^RB^<+A^<B^A .$$

The two terms $A^<B^<$ cancel. Instantaneous parts fit the same rule, because they sit equally in $A^R$ and $A^A$.

For the greater component the outer branches are exchanged:

$$C^>=A^>B^{++}-A^{--}B^>.$$

With $B^{++}=B^>+B^A$ and $A^{--}=A^>-A^R$, this becomes $C^>=A^RB^>+A^>B^A$. Subtracting the two results,

$$C^>-C^<=A^R(B^R-B^A)+(A^R-A^A)B^A=A^RB^R-A^AB^A .$$

The first term is causal and the second anticausal, so $C^R=A^RB^R$ and $C^A=A^AB^A$.

Q: Then apply the rule to the Dyson equation. I still see $W^<$ on both sides.

A: Yes, and it can be solved for. The lesser part is

$$W^<=v(PW)^<=vP^RW^<+vP^<W^A .$$

Move the first term to the left:

$$(1-vP^R)W^<=vP^<W^A .$$

The retarded part of the same equation reads $W^R=v+vP^RW^R$, so

$$W^R=(1-vP^R)^{-1}v .$$

Multiplying the equation for $W^<$ by $(1-vP^R)^{-1}$ from the left gives

$$\boxed{W^<=W^RP^<W^A}$$

The same steps with the greater rule give $W^>=W^RP^>W^A$. Neither stationarity nor a particular approximation for $P$ was used. For a driven system each product includes an integral over an intermediate time; in a stationary state it becomes a matrix product at one frequency.

Q: What does the formula say physically? It looks like two interactions rather than one.

A: It describes a noise source seen through a responding medium. Suppose an irreducible density fluctuation $\xi$ has the correlation matrix $iP^<$. The medium turns it into a potential $\phi=W^R\xi$. A correlation function contains two potentials, so the response appears twice, once as its adjoint:

$$iW^<=W^R(iP^<)(W^R)^\dagger .$$

This uses $W^A=(W^R)^\dagger$, which needs a reason. For the GW bubble, with spin factor 2,

$$P(1,2)=-2iG(1,2)G(2,1),$$
$$P^<(1,2)=-2iG^<(1,2)G^>(2,1).$$

Since $G^{<,>}(1,2)^*=-G^{<,>}(2,1)$, one finds $P^<(1,2)^*=-P^<(2,1)$, and likewise for $P^>$. Hence $P^A=(P^R)^\dagger$. Taking the adjoint of the retarded Dyson equation then gives the advanced one.

With the bubble polarization, the matrix $iW^<(\omega)$ is also positive semidefinite: its eigenvalues and diagonal elements cannot be negative, while off-diagonal elements may have either sign. In a stationary state write $G^<=ia$ and $G^>=-ib$, with $a$ and $b$ positive semidefinite matrices. The bubble gives

$$iP^<_{ij}(\omega)=2\int\frac{d\omega'}{2\pi}\,a_{ij}(\omega+\omega')\,b_{ji}(\omega').$$

An element-by-element product of two positive semidefinite matrices is positive semidefinite, and so is its integral. Multiplication by $W^R$ and its adjoint preserves this.

Q: You inverted $1-vP^R$ without comment. At an undamped plasmon it is singular.

A: There the frequency-space equation alone is insufficient. If $(1-vP^R)$ annihilates a vector at $\omega=\Omega$, one may add that vector times $\delta(\omega-\Omega)$ to any column of $W^<$. At the same time $P^<$ may vanish at $\Omega$ while $W^R$ and $W^A$ diverge. The remedy is to keep a small damping, form the product, and then take the limit. The damping is more than a numerical device: its source also sets $P^<$, and the occupation contained in $P^<$ fixes that of the mode, even in the limit. In equilibrium it must be the thermal one.

A single density mode shows what happens. Let the bare interaction be $u$ and

$$P^R=\frac{2A\Delta}{(\omega+i\gamma)^2-\Delta^2}.$$

Here $\Delta$ is a level gap, $A$ the transition strength and $\gamma$ the damping. Then

$$W^R=\frac{u}{1-uP^R}=u+\frac{2u^2A\Delta}{(\omega+i\gamma)^2-\Omega^2},$$
$$\Omega^2=\Delta^2+2uA\Delta .$$

Near $\Omega$, $P^<$ is proportional to $\gamma$, the product $W^RW^A$ has height proportional to $1/\gamma^2$, and the peak has width proportional to $\gamma$. The area stays finite. Setting $P^<=0$ first would lose the mode.

Take $\Delta=1$ Ha, $u=0.5$ Ha and $kT=0.5$ Ha. For two spins and levels at $\pm\Delta/2$ around the chemical potential, the thermal occupations give $A=2\tanh(\Delta/4kT)=0.924$. The area of $iW^</2\pi$ within $0.1$ Ha of the mode is $0.01101\ \mathrm{Ha}^2$ at $\gamma=10^{-3}$ Ha and $0.01108\ \mathrm{Ha}^2$ at $\gamma=10^{-4}$ Ha. The latter agrees with the undamped equilibrium value to the digits given. In this calculation $P^<$ was assigned its thermal value, so it tests the order of limits, not the thermal relation itself.

Q: There is another gap. Your contour has two branches, but an interacting system prepared at temperature $T$ also needs an imaginary branch.

A: Correct. The boxed formula assumes an uncorrelated start at $t_0$, or $t_0\to-\infty$ with the initial correlations forgotten. Otherwise the contour continues from $t_0$ to $t_0-i\beta$, with $\beta=1/kT$. Let $\rceil$ mark a function whose second argument is on this track, $\lceil$ one whose first argument is there, and $M$ one with both there. The symbol $\star$ denotes integration over the track with measure $-i\,d\tau$. The lesser equation gains a term:

$$W^<=vP^RW^<+vP^<W^A+vP^\rceil\star W^\lceil .$$

The mixed component obeys

$$W^\lceil=vP^\lceil W^A+vP^M\star W^\lceil .$$

Since $W^M=v+vP^M\star W^M$, its solution is $W^\lceil=W^M\star P^\lceil W^A$. Inserting this and solving as before,

$$W^<=W^R\left[P^<+P^\rceil\star W^M\star P^\lceil\right]W^A .$$

The size of the correction depends on the system. An isolated thermal dimer with the gap, interaction and temperature just quoted has no damping and does not forget its start. Omitting the track term there gives an error of 0.61, relative to the largest magnitude of the closed equilibrium result over a time window of 4 atomic units. The full contour solution, track included, differs from that result by $1.3\times10^{-4}$ on the same measure. With time steps twice as long the difference is 4.00 times larger, as expected for the second-order quadrature.

Q: Now assume equilibrium and lost memory. Where does a Bose function come from? $P$ is made of fermionic Green's functions.

A: From a ratio of two fermionic thermal factors. Let $n$ be a many-body state with $N$ electrons and $m$ one with $N+1$. With $f(\omega)=\int dt\,e^{i\omega t}f(t)$, both $G^>$ and $G^<$ contain the same matrix elements and the same $\delta(\omega-E_m+E_n)$. The function $G^>$ has prefactor $-i$ and weight $p_n$, because it adds an electron to $n$. The function $G^<$ has prefactor $+i$ and weight $p_m$, because it removes one from $m$. In the grand canonical ensemble

$$\frac{p_n}{p_m}=e^{\beta(E_m-E_n-\mu)}=e^{\beta(\omega-\mu)} .$$

Therefore

$$G^>(\omega)=-e^{\beta(\omega-\mu)}G^<(\omega).$$

An approximate $G$ may be used if it obeys this relation. The greater bubble is

$$P^>_{ij}(\omega)=-2i\int\frac{d\omega'}{2\pi}\,G^>_{ij}(\omega+\omega')\,G^<_{ji}(\omega').$$

Replace the first factor by $-e^{\beta(\omega+\omega'-\mu)}G^<_{ij}(\omega+\omega')$ and the second by $-e^{-\beta(\omega'-\mu)}G^>_{ji}(\omega')$. The minus signs cancel, and so do $\omega'$ and $\mu$ in the exponent:

$$P^>(\omega)=e^{\beta\omega}P^<(\omega).$$

An electron-hole pair is neutral, so no chemical potential remains.

Q: That is a statement about $P$. Does screening preserve it?

A: It does, because $e^{\beta\omega}$ is a number at each frequency and passes through the matrices:

$$W^>=W^RP^>W^A=e^{\beta\omega}W^RP^<W^A=e^{\beta\omega}W^< .$$

Subtract $W^<$ and use $W^>-W^<=W^R-W^A$:

$$(e^{\beta\omega}-1)W^<=W^R-W^A .$$

For $\omega\neq0$ this is the bosonic fluctuation-dissipation theorem:

$$\boxed{W^<(\omega)=n_B(\omega)[W^R(\omega)-W^A(\omega)]}$$
$$n_B(\omega)=\frac{1}{e^{\beta\omega}-1}.$$

Q: You used $W^>-W^<=W^R-W^A$. Are the product formulas really consistent with the separately solved retarded and advanced equations?

A: They require

$$W^R-W^A=W^R(P^R-P^A)W^A .$$

This can be shown without inverting $v$. From $v(1-P^Rv)=(1-vP^R)v$ it follows that $W^R=v(1-P^Rv)^{-1}$. Thus $W^RP^Rv=W^R-v$. The advanced equation gives $v(1+P^AW^A)=W^A$. Now

$$\begin{aligned}
W^RP^RW^A&=W^RP^Rv(1+P^AW^A)\\
&=(W^R-v)(1+P^AW^A)\\
&=W^R+W^RP^AW^A-W^A .
\end{aligned}$$

Moving $W^RP^AW^A$ to the left proves the identity.

Q: What do positive and negative frequencies mean in $W^<$?

A: With these conventions $iW^<(t)$ represents $\langle\phi(0)\phi(t)\rangle$, where $\phi$ is the fluctuating potential. Its component at $\omega>0$ comes from transitions in which the medium loses energy $\omega$. At $\omega<0$ the medium gains $|\omega|$. The Bose factor agrees: as $T\to0$, $n_B\to0$ for $\omega>0$, since a ground state has no energy to give. For $\omega<0$, $n_B\to-1$, which leaves the zero-point fluctuations.

Q: And at $\omega=0$, where $n_B$ diverges?

A: If $W^<$ is regular there, the relation before division shows that $W^R-W^A$ vanishes at $\omega=0$. Expanding both sides to first order gives $\beta\omega W^<(0)=\omega\,\partial_\omega(W^R-W^A)|_0$, or

$$W^<(0)=kT\,\partial_\omega(W^R-W^A)\big|_{\omega=0}.$$

This is the classical limit, with noise proportional to temperature times dissipation per unit frequency. A term proportional to $\delta(\omega)$ escapes, since $(e^{\beta\omega}-1)\delta(\omega)=0$. Such a term can arise from the fluctuation of a conserved charge and must be found separately.

Q: Show me numbers, with matrices that do not reduce to a scalar.

A: Take two sites with energies $-0.01$ and $0.01$ Ha and hopping $-0.02$ Ha. Site 1 couples to the left lead with width $\Gamma_1=0.01$ Ha, site 2 to the right lead with $\Gamma_2=0.02$ Ha. The bare interaction is $0.05$ Ha on a site and $0.02$ Ha between sites, and $kT=0.01$ Ha, about 3158 K. For energy-independent widths,

$$G^R=(\omega-h+i\Gamma/2)^{-1},\qquad G^<=iG^R\Gamma fG^A,$$

where $h$ is the site Hamiltonian and $f$ the diagonal matrix of lead Fermi functions; $G^>$ follows from $if\to-i(1-f)$. The polarization is the bubble of these noninteracting functions. Mean-field shifts, the GW self-energy and vertex corrections are left out, so this is a model calculation of screening, not a self-consistent GW result.

With both lead potentials at zero and $\omega=0.02$ Ha, the relevant elements are

$$iP^<_{11}=3.2932,\quad iP^<_{12}=0.3555,\quad iP^<_{22}=2.2217\ \mathrm{Ha}^{-1},$$
$$W^R_{11}=0.02702-0.01177i\ \mathrm{Ha},$$
$$W^R_{12}=0.01219-0.00906i\ \mathrm{Ha}.$$

Since $iP^<$ is real and symmetric here, the product formula becomes

$$iW^<_{11}=|W^R_{11}|^2iP^<_{11}+|W^R_{12}|^2iP^<_{22}+2\,\mathrm{Re}(W^R_{11}W^{R*}_{12})\,iP^<_{12}.$$

The three terms are $0.00286$, $0.00051$ and $0.00031$ Ha. Their sum is $0.00368$ Ha, or $0.100$ eV. The thermal route uses $n_B=0.1565$:

$$iW^<_{11}=-2n_B\,\mathrm{Im}W^R_{11}=2(0.1565)(0.01177)=0.00368\ \mathrm{Ha}.$$

Q: Could the agreement be built in, because both routes use the same $W^R$?

A: In the test, $W^<$ came from neither route. It was read from a solution of the coupled forward and backward Dyson equations, with $P^<$, $P^>$ and $P^R$ obtained from separate energy integrals. At the tested frequencies, of both signs, the product formula held within $7.5\times10^{-15}$ and the equilibrium theorem within $1.8\times10^{-14}$, relative to the largest matrix element. At zero frequency the direct solution and the slope formula both give $iW^<_{11}=0.01429$ Ha.

A separate two-time test used isolated sites in an uncorrelated, nonstationary initial state. The product formula agreed with the contour solution within $1.3\times10^{-15}$. Both sides used the same time grid, so this tests the algebra of the branches, not convergence with the time step.

Q: What survives when I apply a bias?

A: The product formula survives; the derivation of the thermal factor does not, because the leads now have different Fermi functions. Put the left lead at $0.03$ Ha and the right at $-0.03$ Ha. At $\omega=0.02$ Ha, $iW^<_{11}$ rises to $0.01270$ Ha. Dividing by $-2\,\mathrm{Im}W^R_{11}=0.02504$ Ha gives an effective occupation $r=0.507$, against $n_B=0.157$.

Order matters too. The off-diagonal element $P^<_{12}=-0.633-2.587i\ \mathrm{Ha}^{-1}$ now has a real part, and $P^<$ is no longer symmetric. Exchanging $W^R$ and $W^A$ produces an error of 13 percent of the largest element of $W^<$. The asymmetry of $P^<$ is not the main source, because replacing $P^<$ by its symmetric part leaves the error at 13 percent. For symmetric factors the exchange transposes $W^<$, which conjugates the Hermitian matrix $iW^<$. In equilibrium $iW^<=-2n_B\,\mathrm{Im}W^R$ is real, so nothing changes. Under bias $iW^<_{12}=0.01105-0.00086i$ Ha, and reversing the imaginary part shifts it by $2(0.00086)/0.0127$, about 13 percent of the largest element.

Q: Then why not replace $T$ by a higher temperature?

A: One can do so here for one diagonal element at one frequency. For an off-diagonal element the corresponding ratio is generally complex under bias and defines no real temperature. Solving $r=1/(e^{\omega/kT_{\rm eff}}-1)$ gives

$$kT_{\rm eff}=\frac{\omega}{\ln(1+1/r)} .$$

For site 1 this yields:

| $\omega$ (Ha) | $r$ | $kT_{\rm eff}$ (Ha) |
|---:|---:|---:|
| 0.005 | 3.030 | 0.0175 |
| 0.02 | 0.507 | 0.0184 |
| 0.05 | 0.080 | 0.0192 |
| 0.1 | 0.0015 | 0.0153 |

A single temperature would give a constant last column. Instead it rises and then falls, staying above the lead value of $0.01$ Ha at all four frequencies.

The zero-temperature limit suggests a reason for the fall. The bubble for $P^<(\omega)$ needs an occupied energy $\omega'+\omega$ and an empty energy $\omega'$. At $T=0$ this requires $\omega'+\omega<0.03$ Ha and $\omega'>-0.03$ Ha, hence $\omega<0.06$ Ha. Above that frequency $P^<$ vanishes, and by the product formula so does $W^<$. The last row lies above this threshold, where emission relies on thermal tails. That this accounts for the lower $T_{\rm eff}$ is a conjecture; a scan in lead temperature would test it. The full matrices at $\omega=0.02$ Ha are in the numerical output.

## Table of computed values

```
kT = 0.01 Ha = 3157.8 K
site energies = -0.01, 0.01 Ha; hopping = -0.02 Ha
lead widths = 0.01, 0.02 Ha
v11 = v22 = 0.05 Ha; v12 = 0.02 Ha
biased lead potentials = 0.03, -0.03 Ha
sample frequency = 0.02 Ha; n_B = 0.156518
equilibrium, matrices at the sample frequency:
P_less (1/Ha) row 1: +4.1762e-18-3.2932i  +2.7143e-19-0.35551i
P_less (1/Ha) row 2: -7.3486e-19-0.35551i  +3.2292e-19-2.2217i
P_ret (1/Ha) row 1: -17.732-10.52i  +11.51-1.1357i
P_ret (1/Ha) row 2: +11.51-1.1357i  -16.429-7.0973i
W_ret (Ha) row 1: +0.027019-0.011765i  +0.012193-0.0090632i
W_ret (Ha) row 2: +0.012193-0.0090632i  +0.029166-0.010226i
W_less (Ha) row 1: +2.5514e-17-0.0036829i  +8.5402e-18-0.0028371i
W_less (Ha) row 2: +1.4639e-17-0.0028371i  +8.8673e-19-0.0032011i
i W_less 11 = 0.003683 Ha = 0.10022 eV
biased, matrices at the sample frequency:
P_less (1/Ha) row 1: +1.1103e-17-6.0334i  -0.633-2.5866i
P_less (1/Ha) row 2: +0.633-2.5866i  +6.4906e-18-4.1935i
P_ret (1/Ha) row 1: -13.254-11.875i  +10.625+5.0089i
P_ret (1/Ha) row 2: +10.677+2.389i  -14.04-6.7435i
W_ret (Ha) row 1: +0.033375-0.012521i  +0.018438-0.0055339i
W_ret (Ha) row 2: +0.017241-0.0076477i  +0.035175-0.0080568i
W_less (Ha) row 1: -3.3723e-18-0.012704i  -0.00086046-0.011048i
W_less (Ha) row 2: +0.00086046-0.011048i  +3.792e-18-0.010898i
largest relative error, product formula: 7.5e-15
largest relative error, equilibrium theorem: 1.8e-14
biased, relative error with ret/adv swapped: 0.1321
biased, w=0.005 Ha: ratio=3.02966, n_B=1.54149, kT_eff=0.01753 Ha
biased, w=0.02 Ha: ratio=0.50732, n_B=0.15652, kT_eff=0.01837 Ha
biased, w=0.05 Ha: ratio=0.07970, n_B=0.00678, kT_eff=0.01919 Ha
biased, w=0.1 Ha: ratio=0.00145, n_B=0.00005, kT_eff=0.01530 Ha
equilibrium, i W_less 11 at w=0: 0.014288 Ha
same from kT times slope: 0.014288 Ha
nonstationary two-time test, relative error: 1.3e-15
dimer: gap=1.0 Ha, kT=0.5 Ha, u=0.5 Ha
dimer: screened mode=1.387168 Ha, n_B(mode)=0.066543
full contour vs equilibrium, relative error: 1.26e-04
error ratio on halving the steps: 4.001
product with track term, relative error: 3.1e-15
product without track term, relative error: 0.6075
mode area at damping 0.001 Ha: 0.011015 Ha^2
mode area at damping 0.0001 Ha: 0.011077 Ha^2
undamped equilibrium mode area: 0.011084 Ha^2
```
